# Lateral temperature decay around a heated filament in an oxide film: a program that tests the result

```python
# RESULT UNDER TEST: a line filament heating an oxide film of thickness H
# between isothermal electrodes gives, far from the filament,
#   rise ~ q1/(2 pi k) * sqrt(H/(2 r)) * exp(-pi r/H) * sin(pi z/H).
# r: lateral distance, z: height in film, k: oxide thermal conductivity,
# q(z): heat per unit filament length, q1: its first sine coefficient.
# Dimensionless work uses rho = r/H and zeta = z/H.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import k0, k1, i0, i1, j0

nodes, weights = np.polynomial.legendre.leggauss(40)
source_z = 0.5 * (nodes + 1)
source_w = 0.5 * weights
image_index = np.arange(-10000, 10001)[:, None]


def image_rise(profile, rho, zeta):
    """Rise in units q0/k from point sources and their mirror images."""
    same = 1 / np.sqrt(rho**2 + (zeta - source_z - 2 * image_index)**2)
    opposite = 1 / np.sqrt(rho**2 + (zeta + source_z - 2 * image_index)**2)
    kernel = (same - opposite).sum(axis=0)
    return np.sum(source_w * profile(source_z) * kernel) / (4 * np.pi)


def sine_coefficient(profile, n):
    return 2 * np.sum(source_w * profile(source_z)
                      * np.sin(n * np.pi * source_z))


def mode_rise(profile, rho, zeta, count=20):
    return sum(sine_coefficient(profile, n) * k0(n * np.pi * rho)
               * np.sin(n * np.pi * zeta)
               for n in range(1, count + 1)) / (2 * np.pi)


def uniform(s):
    return np.ones_like(s)


def hot_spot(s):
    return np.exp(-((s - 0.25) / 0.15)**2)


def signed_source(s):
    return np.sin(2 * np.pi * s)


# Mode series and first-mode error bound against the image sum
assert abs(sine_coefficient(uniform, 1) - 4 / np.pi) < 1e-12
worst_series_error = 0.0
for profile in (uniform, hot_spot):
    for rho in (0.5, 1.0, 2.0):
        for zeta in (0.5, 0.9):
            direct = image_rise(profile, rho, zeta)
            series = mode_rise(profile, rho, zeta)
            worst_series_error = max(worst_series_error,
                                     abs(series / direct - 1))
            first = mode_rise(profile, rho, zeta, 1)
            y = np.exp(-np.pi * rho)
            bound = (1 + y) / (1 - y)**3 - 1
            # 1e-4 allows for the truncated image sum
            assert abs(direct / first - 1) <= bound + 1e-4
assert worst_series_error < 1e-4

# Bounds on K0, with K0 taken from its defining integral
for x in (0.5, 2.0, 6.0, 15.0):
    scaled = quad(lambda t: np.exp(-x * (np.cosh(t) - 1)), 0, 8,
                  epsabs=1e-12, limit=200)[0]
    ratio = scaled / np.sqrt(np.pi / (2 * x))
    assert 1 - 1 / (8 * x) < ratio < 1
    assert abs(scaled * np.exp(-x) / k0(x) - 1) < 1e-8

# Power of r and exponential rate, read from the image sum
far_a, far_b = (image_rise(uniform, rho, 0.5) for rho in (2.0, 2.5))
power = -(np.log(far_b / far_a) + np.pi * 0.5) / np.log(2.5 / 2.0)
assert abs(power - 0.5) < 0.03      # finite-distance term is about 1/(8x)
rate = -(np.log(far_b / far_a) + 0.5 * np.log(2.5 / 2.0)) / 0.5
assert abs(rate / np.pi - 1) < 0.01

# A signed source without first coefficient decays at twice the rate
signed_ratio = (image_rise(signed_source, 1.5, 0.25)
                / image_rise(signed_source, 1.0, 0.25))
assert abs(signed_ratio / (k0(3 * np.pi) / k0(2 * np.pi)) - 1) < 1e-3

# Worked example: rough values for a hafnium-oxide memory cell
H = 20e-9                # film thickness, m
radius = 2e-9            # filament radius, m
k_oxide = 1.0            # W/(m K)
k_electrode = 20.0       # W/(m K), titanium-nitride-like
R_interface = 5e-9       # m2 K/W
heat_capacity = 2.5e6    # J/(m3 K)
voltage, current, T_ambient = 1.0, 50e-6, 300.0
power_in = voltage * current
q = power_in / H
scale = q / (2 * np.pi * k_oxide)           # K
prefactor = np.sqrt(2) * q / (np.pi**2 * k_oxide)


def ideal_mid(rho):
    """Midplane rise in units of scale, uniform heating."""
    n = np.arange(1, 400, 2)
    sign = (-1.0)**((n - 1) // 2)
    return np.sum(4 / (n * np.pi) * sign * k0(n * np.pi * rho))


def asymptotic_mid(rho):                     # K
    return prefactor * np.exp(-np.pi * rho) / np.sqrt(rho)


assert abs(scale * ideal_mid(2.0) / (q / k_oxide * far_a) - 1) < 1e-4
assert abs(asymptotic_mid(2.5) / (q / k_oxide * far_b) - 1) < 0.02

# Filament width and axial conduction in the filament
T_filament = T_ambient + scale * ideal_mid(radius / H)
sigma = current * H / (voltage * np.pi * radius**2)
lorenz = np.pi**2 / 3 * (const.k / const.e)**2
k_filament = k_oxide + lorenz * sigma * T_filament


def width_factor(a, kf):
    """First-mode amplitude over line value; a in H, kf in k_oxide."""
    x = np.pi * a
    return 2 / (x**2 * (kf * k0(x) + k1(x) * i0(x) / i1(x)))


def width_factor_numeric(a, kf, rho_probe=2.0):
    """Same ratio from a finite-volume solution of the first mode."""
    h = a / 100
    count = int(round(5 / h))
    r = (np.arange(count) + 0.5) * h
    inside = r < a
    cond = np.where(inside, kf, 1.0)
    face = np.arange(1, count) * h
    link = face * 2 * cond[1:] * cond[:-1] / (cond[1:] + cond[:-1]) / h
    diagonal = cond * np.pi**2 * r * h
    diagonal[:-1] += link
    diagonal[1:] += link
    diagonal[-1] += 2 * count
    bands = np.zeros((3, count))
    bands[0, 1:] = -link
    bands[1] = diagonal
    bands[2, :-1] = -link
    heat = np.where(inside, 1 / (np.pi * a**2), 0.0) * r * h
    rise = solve_banded((1, 1), bands, heat)
    i = int(rho_probe / h)
    return rise[i] * 2 * np.pi / k0(np.pi * r[i])


a_rel = radius / H
kf_rel = k_filament / k_oxide
factor_same = width_factor(a_rel, 1.0)
factor_metal = width_factor(a_rel, kf_rel)
for kf in (1.0, kf_rel, 20.0):
    assert abs(width_factor_numeric(a_rel, kf)
               / width_factor(a_rel, kf) - 1) < 2e-3

# Interface resistance and half-space electrodes by Hankel transform
panel_x, panel_w = np.polynomial.legendre.leggauss(60)
wave = (np.arange(80)[:, None] + 0.5 * (panel_x + 1)).ravel()
wave_w = np.tile(0.5 * panel_w, 80)


def device_mid(rho, k_ratio, ell):
    """Midplane rise in units of scale.
    k_ratio = k_oxide/k_electrode, ell = k_oxide*R_interface/H."""
    c, s = np.cosh(wave / 2), np.sinh(wave / 2)
    extra = 1 / c - 1 / (c + k_ratio * s + ell * wave * s)
    return ideal_mid(rho) + np.sum(wave_w * j0(wave * rho) * extra / wave)


ell = k_oxide * R_interface / H
k_ratio = k_oxide / k_electrode
half_angle = brentq(lambda x: 2 * ell * x * np.sin(x) - np.cos(x),
                    1e-6, np.pi / 2)
mu = 2 * half_angle                           # in units 1/H
amplitude = 4 * np.sin(half_angle) / (mu + np.sin(mu))
for rho in (1.5, 2.0, 3.0):
    assert abs(device_mid(rho, 0.0, ell)
               / (amplitude * k0(mu * rho)) - 1) < 1e-3
assert mu < np.pi
tail_far = power_in / (4 * np.pi * k_electrode * 20 * H)
assert abs(scale * device_mid(20.0, k_ratio, ell) / tail_far - 1) < 5e-3
crossover = brentq(lambda p: scale * ideal_mid(p)
                   - power_in / (4 * np.pi * k_electrode * p * H), 0.5, 4)

# Build-up of the first mode after switch-on
diffusivity = k_oxide / heat_capacity
relaxation = H**2 / (np.pi**2 * diffusivity)


def kernel_integral(x, start):
    return quad(lambda u: 0.5 * np.exp(-np.exp(u) - x**2 / 4 * np.exp(-u)),
                start, 6, epsabs=1e-14, limit=300)[0]


x_probe = 2 * np.pi
assert abs(kernel_integral(x_probe, -6) / k0(x_probe) - 1) < 1e-6
t_probe = 1e-9
missing = (kernel_integral(x_probe, np.log(t_probe / relaxation))
           / k0(x_probe))
assert 0 < missing < 1

print("INPUTS (rough typical values)")
print(f"film thickness H = {H*1e9:.0f} nm")
print(f"filament radius = {radius*1e9:.0f} nm")
print(f"voltage = {voltage:.1f} V, current = {current*1e6:.0f} uA")
print(f"mean field = {voltage/H*1e-8:.2f} MV/cm")
print(f"oxide conductivity = {k_oxide:.1f} W/(m K)")
print(f"electrode conductivity = {k_electrode:.0f} W/(m K)")
print(f"interface resistance = {R_interface*1e9:.0f} m2 K/GW")
print(f"oxide heat capacity = {heat_capacity*1e-6:.1f} J/(cm3 K)")
print(f"ambient temperature = {T_ambient:.0f} K")
print("IDEAL MODEL")
print(f"power = {power_in*1e6:.0f} uW, q = {q*1e-3:.2f} uW/nm")
print(f"decay length H/pi = {H/np.pi*1e9:.3f} nm")
print(f"q/(2 pi k) = {scale:.1f} K")
print(f"prefactor of sqrt(H/r) exp(-pi r/H) = {prefactor:.1f} K")
print("midplane rise: r (nm), mode sum (K), asymptotic (K), ratio")
for rho in (0.5, 1.0, 1.5, 2.0, 3.0):
    full, law = scale * ideal_mid(rho), asymptotic_mid(rho)
    print(f"  {rho*H*1e9:.0f}  {full:.4g}  {law:.4g}  {law/full:.4f}")
print("CHECKS OF THE LAW")
print(f"largest series/image mismatch = {worst_series_error:.1e}")
print(f"power of 1/r between 2H and 2.5H = {power:.4f}")
print(f"rate times H/pi, same interval = {rate/np.pi:.4f}")
print("NEGLECTED EFFECTS")
print(f"midplane temperature at filament edge = {T_filament:.0f} K")
print(f"filament electrical conductivity = {sigma*1e-2:.0f} S/cm")
print(f"filament thermal conductivity = {k_filament:.2f} W/(m K)")
print(f"width factor F, filament like oxide = {factor_same:.4f}")
print(f"width factor F, metallic filament = {factor_metal:.4f}")
print(f"interface length k*R = {ell*H*1e9:.1f} nm")
print(f"decay length with interfaces = {H/mu*1e9:.3f} nm")
print(f"electrode tail equals ideal rise at r = {crossover*H*1e9:.1f} nm")
print("midplane rise (K): r (nm), ideal, interfaces, electrodes, both")
for rho in (0.5, 1.0, 1.5, 2.0, 3.0):
    cases = [(0.0, 0.0), (0.0, ell), (k_ratio, 0.0), (k_ratio, ell)]
    values = [scale * device_mid(rho, *case) for case in cases]
    print(f"  {rho*H*1e9:.0f}  " + "  ".join(f"{v:.4g}" for v in values))
print(f"relaxation time = {relaxation*1e12:.1f} ps")
print(f"first-mode part missing at r = 2H after "
      f"{t_probe*1e9:.0f} ns = {missing:.2e}")
print("every check passed")
```

Output:

```
INPUTS (rough typical values)
film thickness H = 20 nm
filament radius = 2 nm
voltage = 1.0 V, current = 50 uA
mean field = 0.50 MV/cm
oxide conductivity = 1.0 W/(m K)
electrode conductivity = 20 W/(m K)
interface resistance = 5 m2 K/GW
oxide heat capacity = 2.5 J/(cm3 K)
ambient temperature = 300 K
IDEAL MODEL
power = 50 uW, q = 2.50 uW/nm
decay length H/pi = 6.366 nm
q/(2 pi k) = 397.9 K
prefactor of sqrt(H/r) exp(-pi r/H) = 358.2 K
midplane rise: r (nm), mode sum (K), asymptotic (K), ratio
  10  98.02  105.3  1.0745
  20  14.94  15.48  1.0359
  30  2.565  2.628  1.0245
  40  0.4643  0.473  1.0187
  60  0.01648  0.01669  1.0127
CHECKS OF THE LAW
largest series/image mismatch = 3.1e-06
power of 1/r between 2H and 2.5H = 0.4843
rate times H/pi, same interval = 0.9978
NEGLECTED EFFECTS
midplane temperature at filament edge = 912 K
filament electrical conductivity = 796 S/cm
filament thermal conductivity = 2.77 W/(m K)
width factor F, filament like oxide = 1.0124
width factor F, metallic filament = 0.9057
interface length k*R = 5.0 nm
decay length with interfaces = 9.286 nm
electrode tail equals ideal rise at r = 23.1 nm
midplane rise (K): r (nm), ideal, interfaces, electrodes, both
  10  98.02  175.5  115.4  188.9
  20  14.94  44.24  25.93  54.3
  30  2.565  12.49  9.872  19.86
  40  0.4643  3.714  5.775  9.258
  60  0.01648  0.3549  3.426  3.895
relaxation time = 101.3 ps
first-mode part missing at r = 2H after 1 ns = 1.04e-03
every check passed
```
